# Grand-canonical lattice Monte Carlo for oxygen adsorption, checked by exact enumeration

## What symmetry fixes

Oxygen atoms occupy the hollow sites of a square surface, at most one per site. Let $n_i=0,1$ be the occupation of site $i$ on a periodic $L\times L$ surface with $M=L^2$ sites. The grand energy is

$$\Omega(n)=(f-\mu)N+V_1n_1+V_2n_2 ,$$

where $N$ is the number of atoms, and $n_1,n_2$ count occupied nearest-neighbour and diagonal pairs, each bond once. The free energy of an isolated adsorbed atom is $f$, and $\mu$ is the oxygen chemical potential. Positive $V$ means repulsion.

The coverage $\theta=\langle N\rangle/M$ is dimensionless, so it can depend only on $L$ and the ratios $(\mu-f)/kT$, $V_1/kT$ and $V_2/kT$. Exchanging atoms and vacancies restricts it further. Each site belongs to four bonds of each kind, and there are $2M$ bonds of each kind. Under $n_i\to1-n_i$, therefore,

$$N\to M-N,\qquad n_{1,2}\to\sum_{\rm bonds}(1-n_i)(1-n_j)=2M-4N+n_{1,2}.$$

Apart from a constant, the coefficient of $N$ in $\Omega$ becomes $-(f-\mu)-4V_1-4V_2$. This is the original form with $\mu$ replaced by $2\mu^*-\mu$, where

$$\mu^*=f+2V_1+2V_2,\qquad \theta(\mu^*+x)+\theta(\mu^*-x)=1 .$$

Half coverage thus occurs at $\mu^*$ for any $L\ge3$. Smaller $L$ is excluded because left and right neighbours would coincide.

## From pressure to chemical potential

Equilibrium of O$_2\rightleftharpoons2$O requires $\mu=\tfrac12\mu_{\rm O_2}$. Energies are measured from half a molecule at rest and without rotation ($J=0$), in its electronic and vibrational ground state, zero-point energy included. The $J=0$ level serves only as the zero of energy: the lowest rotational level allowed below, $J=1$, lies 0.36 meV higher. For $N_g$ ideal-gas molecules the free energy is $-kT\ln(q^{N_g}/N_g!)$. Adding one molecule changes it by $-kT\ln[q/(N_g+1)]$, hence $\mu_{\rm O_2}=-kT\ln(q/N_g)$ for large $N_g$.

The molecular partition function $q$ has four factors:

- Translation gives $V/\lambda^3$, with $\lambda=h/\sqrt{2\pi mkT}$ and molecular mass $m$.
- Rotation gives $kT/2B$, with rotational constant $B$. Exchange symmetry admits only odd $J$ for two identical $^{16}$O nuclei, which halves the classical value $kT/B$.
- Vibration gives $1/(1-e^{-h\nu/kT})$.
- The electronic triplet gives 3; excited electronic states are neglected.

With $V/N_g=kT/p$,

$$\mu=\frac{kT}{2}\left[\ln\frac{p\lambda^3}{kT}-\ln\frac{kT}{2B}+\ln(1-e^{-h\nu/kT})-\ln3\right].$$

Only the first term contains $p$, so $d\mu/d\ln p=kT/2$. At 700 K and $10^{-3}$ Torr, direct sums over box, rotational and vibrational levels agree with this formula to $2.4\times10^{-5}$ eV.

An adsorbed atom has binding energy $\varepsilon$, zero-point energies included, and three vibrations assumed independent of its neighbours. Summing over their levels gives

$$f=\varepsilon+kT\sum_{a=1}^{3}\ln(1-e^{-h\nu_a/kT}).$$

Without interactions each site has weights 1 and $z=e^{(\mu-f)/kT}$. Thus $\theta=z/(1+z)$, or $\theta/(1-\theta)=z\propto\sqrt p$. The square root expresses dissociation. With interactions it survives as $p\to0$: the enumerated order between $10^{-14}$ and $10^{-13}$ Torr is 0.4996.

## The moves

The target probability is $\pi(n)=e^{-\Omega(n)/kT}/\Xi$, with $\Xi=\sum_n e^{-\Omega(n)/kT}$. Define the field at site $i$ as

$$h_i=V_1\sum_{j\,\rm nearest}n_j+V_2\sum_{j\,\rm diagonal}n_j .$$

**Flip.** The terms of $\Omega$ containing $n_i$ are $n_i(f-\mu+h_i)$. Replacing $n_i$ by $1-n_i$ changes them by

$$\Delta\Omega=(1-2n_i)(f-\mu+h_i).$$

**Exchange of nearest neighbours.** Let $d=n_j-n_i$. The new occupations are $n_i+d$ and $n_j-d$; $N$ and the product $n_in_j$ do not change. The fields without the partner are $h_i-V_1n_j$ and $h_j-V_1n_i$. Hence

$$\Delta\Omega=d\,[(h_i-V_1n_j)-(h_j-V_1n_i)]=d\,(h_i-h_j-V_1d).$$

Omitting $V_1d$ would make the moving atom repel itself.

Sites and directions are drawn uniformly, so the proposal probability $g$ is equal in both directions. With acceptance $A=\min(1,e^{-\Delta\Omega/kT})$,

$$\pi(a)\,g\,A(a\to b)=g\min[\pi(a),\pi(b)]=\pi(b)\,g\,A(b\to a).$$

Summing over $a$ shows that each kind of move preserves $\pi$, and so does one kind followed by the other.

A unique stationary law requires that all states be connected; convergence to it from any start also requires the absence of periodicity. Flips connect all states, since every acceptance is positive at $T>0$. The following exchange can leave the state unchanged: it does so whenever the chosen neighbours are equal. Only a checkerboard has no equal neighbours, and there an exchange costs $4V_1-4V_2-V_1=0.5$ eV for the parameters below, so it can be rejected. Flips with nonzero cost are also sometimes rejected in one direction, which removes periodicity. The stationary law is therefore unique and is approached from any start.

```
build table nb[i]: 4 nearest, then 4 diagonal sites
initialise replicas: half empty, half checkerboard
for each sweep:
    repeat M times:
        draw site i, shared by all replicas
        in each replica:
            cost = (1-2n[i])*(f-mu+h[i])
            flip n[i] with probability exp(-max(cost,0)/kT)
        draw site i and nearest neighbour j, shared
        in each replica:
            d = n[j]-n[i]
            cost = d*(h[i]-h[j]-V1*d)
            swap with probability exp(-max(cost,0)/kT)
    after burn-in: accumulate N and N*N per replica
```

The acceptance random numbers are independent between replicas. Taking the maximum before the exponential prevents overflow.

On the $3\times3$ torus the full transition matrix has $512\times512$ entries. For both kinds of move at $10^{-3}$ Torr, the largest component of $\pi P-\pi$ is $10^{-17}$. This tests the cost functions without statistical noise.

## A proposal that needs a correction

Suppose insertion or deletion is chosen first, each with probability $1/2$, and then a site of the required kind. A particular insertion from $N$ atoms is proposed with probability $1/[2(M-N)]$; its reverse has probability $1/[2(N+1)]$. Detailed balance fixes the ratio of the two acceptances and is satisfied by

$$A_{\rm ins}=\min\left[1,\frac{M-N}{N+1}e^{-\Delta\Omega/kT}\right],\quad
A_{\rm del}=\min\left[1,\frac{N}{M-N+1}e^{-\Delta\Omega/kT}\right].$$

If the prefactors are omitted, let $w$ be the resulting stationary weight and $r=e^{-\Delta\Omega/kT}$ for an insertion $a\to b$. Balance reads

$$\frac{w(a)}{M-N}\min(1,r)=\frac{w(b)}{N+1}\min(1,1/r).$$

Since $\min(1,r)/\min(1,1/r)=r$,

$$\frac{w(b)}{w(a)}=r\frac{N+1}{M-N}
=\frac{\pi(b)}{\pi(a)}\frac{\binom MN}{\binom M{N+1}},
\qquad w\propto\frac{\pi}{\binom MN}.$$

The fault removes the number of arrangements from the statistics. Without interactions the total weight at fixed $N$ becomes $z^N$ instead of $\binom MN z^N$, so a large surface would jump from almost empty to almost full at $z=1$. With interactions on the $3\times3$ torus at $10^{-3}$ Torr, the coverage falls from 0.227 to 0.183, about 19% below the correct value. The uniform-site flip avoids these factors.

## Exact references

**Enumeration.** The $4\times4$ torus has $2^{16}=65\,536$ states but only 251 different triples $(N,n_1,n_2)$. With $G$ the number of states in a triple,

$$\Xi=\sum_{N,n_1,n_2}G(N,n_1,n_2)\,e^{-[(f-\mu)N+V_1n_1+V_2n_2]/kT}.$$

One table serves all pressures and temperatures. Subtracting the lowest grand energy from all grand energies leaves averages unchanged and prevents overflow.

**Transfer matrix.** For larger tori, let $s$ and $s'$ be occupations of adjacent rows, and let $N_s$ be the number of atoms in row $s$. Put

$$H(s)=(f-\mu)N_s+V_1\sum_xs_xs_{x+1},$$
$$W(s,s')=\sum_x\left[V_1s_xs'_x+V_2s_x(s'_{x+1}+s'_{x-1})\right],$$
$$T_{ss'}=e^{-[H(s)/2+H(s')/2+W(s,s')]/kT}.$$

Around the closed torus every row energy appears as two halves and every inter-row bond once. Therefore $\Xi=\operatorname{Tr}T^L$. With the diagonal matrix $D_{ss}=N_s/L$, translational symmetry gives

$$\theta=\frac{\operatorname{Tr}(DT^L)}{\operatorname{Tr}T^L}.$$

At $L=4$ this agrees with enumeration to $6\times10^{-17}$ in coverage.

**Fluctuations.** From $\langle N\rangle=kT\,\partial\ln\Xi/\partial\mu$, another derivative gives $\partial\langle N\rangle/\partial\mu=(\langle N^2\rangle-\langle N\rangle^2)/kT$. Multiplication by $d\mu/d\ln p=kT/2$ yields

$$\frac{d\theta}{d\ln p}=\frac{\operatorname{Var}(N)}{2M}.$$

A simulation at one pressure thus supplies the isotherm's local slope as well.

## Worked isotherm

The parameters are rough values in the regime of oxygen on Pd(100): $T=700$ K, $\varepsilon=-1.2$ eV, $V_1=0.3$ eV, $V_2=0.1$ eV, and three 50 meV vibrations. With $kT=0.0603$ eV the vibrational term is $-0.104$ eV, so

$$f=-1.200-0.104=-1.304\ {\rm eV},\qquad \mu^*=-1.304+0.6+0.2=-0.504\ {\rm eV}.$$

The gas formula gives $\mu=-0.9293$ eV at 1 Torr. At $10^{-3}$ Torr,

$$\mu=-0.9293+0.03016\ln10^{-3}=-1.138\ {\rm eV}.$$

The $8\times8$ results are:

| $p$ (Torr) | exact $\theta$ | simulated $\theta$ | mean field |
|---:|---:|---:|---:|
| $10^{-9}$ | 0.0140 | 0.0139 | 0.0115 |
| $10^{-7}$ | 0.0745 | 0.0743 | 0.0452 |
| $10^{-5}$ | 0.1651 | 0.1649 | 0.0999 |
| $10^{-3}$ | 0.2334 | 0.2333 | 0.1650 |
| $10^{-1}$ | 0.2946 | 0.2947 | 0.2351 |
| 10 | 0.3764 | 0.3763 | 0.3080 |
| 100 | 0.4345 | 0.4346 | 0.3450 |

The simulated standard errors lie between 0.0001 and 0.0003. Quarter coverage is reached at $3.8\times10^{-3}$ Torr.

The slow growth near $\theta=1/4$ has a geometric background. If neither nearest nor diagonal pairs are allowed, each $2\times2$ block holds at most one atom. There are $M$ such blocks and each atom lies in four, so $4N\le M$. Beyond quarter coverage some repulsion must be paid.

Compare, ignoring configurational entropy, a pair-free quarter layer with a checkerboard. Their grand energies per site are $(f-\mu)/4$ and $(f-\mu)/2+V_2$, since the checkerboard has one occupied diagonal bond per site. They are equal at $\mu-f=4V_2=0.4$ eV, or $\mu=-0.904$ eV. The corresponding pressure is $\exp[(-0.904+0.929)/0.0302]\approx2$ Torr. At 700 K the coverage on these tori changes gradually, not in a step. Long-range checkerboard order sets in only at higher pressure: on strips of width 6, 8 and 10 the ratio of width to checkerboard correlation length grows with width at 100 Torr and shrinks with width at 300 Torr, which places an ordering transition between the two, just above the last table entry.

Enumeration on the $4\times4$ torus at $10^{-3}$ Torr shows the avoidance directly. Nearest pairs occur at 0.035 and diagonal pairs at 0.34 times the value $\theta^2$ of uncorrelated sites. There $\operatorname{Var}(N)/M=0.0173$, so coverage rises by 0.0086 per unit of $\ln p$. Non-interacting sites at the same coverage, 0.240, would have $\theta(1-\theta)=0.183$, a variance about ten times larger. These numbers depend on size far more than the coverage does. On the $8\times8$ torus the pair ratios are 0.059 and 0.66, $\operatorname{Var}(N)/M=0.025$, the slope is 0.013 and the variance factor is about seven; on $10\times10$ the diagonal ratio is 0.70.

## Why mean field is too low here

Mean field replaces $h_i$ by its uncorrelated average $4(V_1+V_2)\theta$:

$$\mu=f+4(V_1+V_2)\theta+kT\ln\frac{\theta}{1-\theta}.$$

At $10^{-3}$ Torr its coverage is 29% below the exact $8\times8$ value. The dilute limit shows how the error begins. Counting states with zero, one and two atoms,

$$\Xi=1+Mz+\frac{Mz^2}{2}\left[M-9+\sum_{j=1}^{8}e^{-V_j/kT}\right]+\cdots ,$$

where $j$ runs over the eight neighbours of a site and $V_j$ is $V_1$ or $V_2$. Using $\ln(1+x)=x-x^2/2+\cdots$, the $M^2z^2$ terms cancel. Then $\theta=(z/M)\,\partial\ln\Xi/\partial z$ gives

$$\theta=z-z^2(1+b)+\cdots,\qquad b=\sum_{j=1}^{8}(1-e^{-V_j/kT}).$$

Expanding the mean-field relation $\theta/(1-\theta)=ze^{-b_{\rm MF}\theta}$ gives the same form with $b_{\rm MF}=4(V_1+V_2)/kT$. Here $b=7.2$, but $b_{\rm MF}=1.6/0.0603=26.5$. A strong repulsion can at most exclude a site, whereas mean field charges its full energy. The two coefficients agree when $V_j\ll kT$, which is not the present regime.

At $10^{-3}$ Torr the surface is no longer dilute, so these coefficients do not give the size of the error there. The overcharge remains, however: the exact coverage corresponds to an effective repulsion $\mu-f-kT\ln[\theta/(1-\theta)]=0.24$ eV, whereas mean field at the same coverage charges $4(V_1+V_2)\theta=0.37$ eV.

## Statistical errors and their reading

Replicas share the sequence of chosen sites. For any given sequence each update preserves $\pi$, so the equilibrium mean is unbiased; the replicas are independent because their starts and acceptance numbers are. The scatter of the 120 replica averages therefore gives the standard error, including correlations in time.

The $4\times4$ runs used 200 burn-in and 600 measured sweeps, the $8\times8$ runs 300 and 400. Coverages were required to lie within 4.5 standard errors of the exact values, because many points are compared at once. They passed, but the largest of the 14 deviations was 3.45 standard errors, on the $4\times4$ torus at $10^{-7}$ Torr: 0.0745 against 0.0751. For normal errors, a deviation this large somewhere among 14 points has a probability of about 1%. The noiseless $3\times3$ test and the $8\times8$ result at the same pressure show no fault, which favours chance. A repeat with a new random seed would be the proper further check.

The two kinds of start differed by at most 2.56 standard errors. The statistical inefficiency, the number of sweeps worth one independent sample, ranged from 1.2 to 6.9 on the $8\times8$ torus.

Exchange moves helped early relaxation in one measured case. From an empty $8\times8$ surface at 100 Torr, the average over sweeps 21–40 was $0.433\pm0.001$ with exchanges and $0.425\pm0.001$ without; the exact value is 0.4345. Both runs used the same sequence of flip sites; away from equilibrium the quoted errors omit the variation between such sequences, which is about 0.003 without exchanges and 0.0015 with them. Averaged over sequences, the values are about 0.434 with exchanges and 0.420 without. The comparison is at equal sweeps, not equal cost, since exchanges double the number of attempted moves; flips alone averaged over sweeps 41–80, with the same number of attempts, give about 0.428.

## Cost and failure modes

A flip reads eight neighbours and an exchange sixteen, so simulation work grows as $M$ times sweeps times replicas. Enumeration grows as $2^{L^2}$: a $6\times6$ torus already has $7\times10^{10}$ states. A dense transfer-matrix product costs about $2^{3L}$ multiplications, or $10^9$ at $L=10$, and one matrix of $2^{2L}$ double-precision numbers then takes 8 MB.

- **Finite size.** Agreement with an exact small torus does not establish the infinite-surface limit. At the listed pressures coverage changes by up to 0.010 from $L=4$ to 8 and by up to 0.0017 from 8 to 10. The latter exceeds the $8\times8$ sampling error. Odd $L$ cannot hold a perfect checkerboard.
- **Low temperature.** Costs large compared with $kT$ make acceptances exponentially rare. Replica scatter cannot reveal a trap shared by all replicas; different starts can, though not with certainty.
- **Time.** The moves sample equilibrium. Sweeps are not seconds, and inserting single atoms does not describe how molecules dissociate.

## The model beside real Pd(100)

Oxygen on Pd(100) forms ordered adlayers and then a thin surface oxide, whose rearranged metal atoms a fixed lattice of hollow sites cannot represent. This broken assumption sets the model's range. With a rough bulk-oxide threshold of $\mu=-1.2\pm0.1$ eV, oxide becomes favourable near $1.3\times10^{-4}$ Torr, with a range from $5\times10^{-6}$ to $3\times10^{-3}$ Torr. The model coverage there is 0.21, ranging from 0.15 to 0.25. At higher pressure the computed adlayer is at best metastable; the entries from 0.1 Torr upward test the algorithm and do not predict a real surface. A surface oxide may have a different threshold from the bulk.

The binding energy is a further large uncertainty. A shift $\delta$ in $f$ is compensated by the same shift in $\mu$, hence by a pressure factor $e^{2\delta/kT}$. For $\delta=0.1$ eV this is 27.5, which spreads the quarter-coverage pressure from about $10^{-4}$ to $10^{-1}$ Torr.

Two omissions can be estimated. A third-neighbour repulsion of 0.02 eV lowers the $4\times4$ coverage by up to 0.055 at the listed pressures, the largest shift being at 100 Torr. On this torus the sites two steps away in opposite directions coincide, so each such pair is counted twice and costs 0.04 eV. On a long strip of width 8, where these sites are distinct, the shift at 100 Torr is 0.049. If bridge sites lie 0.3 eV above hollows with equal vibrations, their two-to-one number gives an isolated atom a bridge-to-hollow population ratio of $2e^{-0.3/kT}=0.014$.

Equilibrium also takes time. With molecular flux $\Phi=p/\sqrt{2\pi mkT}$ and site spacing $a=0.28$ nm, supplying coverage $\theta$ takes at least $\theta/(2\Phi a^2)$, the 2 counting atoms per molecule. At $10^{-9}$ Torr this is 38 s for gas at 700 K, even if every molecule sticks and none desorbs. The full numerical output follows this note.

## Calculated quantities

```
temperature 700 K, kT 0.06032 eV
binding -1.2 eV, V1 0.3 eV, V2 0.1 eV
site vibration quanta 50 meV (three)
thermal vibrational free energy -0.1038 eV
site free energy f -1.3038 eV
O2 bond 0.121 nm, quantum 0.196 eV
O2 rotational constant 0.1785 meV
gas formula minus level sums 2.4e-05 eV
mu at 1 Torr -0.9293 eV
mu at half coverage -0.5038 eV
4x4 states 65536, (N,n1,n2) classes 251
3x3 stationarity error 1.0e-17
3x3 coverage at 1e-3 Torr: correct 0.2272
3x3 coverage, factor omitted: 0.1829
transfer minus enumeration, 4x4: 5.6e-17
low-pressure order in p 0.4996
p/Torr   mu/eV    exact4x4  MC4x4   std.error
  1e-09  -1.5543   0.01396   0.01406  0.00014
  1e-07  -1.4154   0.07509   0.07446  0.00018
  1e-05  -1.2766   0.17488   0.17495  0.00021
  1e-03  -1.1377   0.24049   0.24059  0.00014
  1e-01  -0.9988   0.28456   0.28462  0.00020
  1e+01  -0.8599   0.38395   0.38388  0.00028
  1e+02  -0.7904   0.44020   0.44077  0.00027
p/Torr  exact8x8  MC8x8  std.error exact10x10 meanfield
  1e-09  0.01395  0.01392  0.00009  0.01395  0.01146
  1e-07  0.07445  0.07431  0.00013  0.07445  0.04522
  1e-05  0.16505  0.16489  0.00012  0.16475  0.09991
  1e-03  0.23339  0.23332  0.00011  0.23299  0.16498
  1e-01  0.29459  0.29474  0.00011  0.29520  0.23513
  1e+01  0.37635  0.37626  0.00024  0.37497  0.30798
  1e+02  0.43452  0.43457  0.00033  0.43282  0.34503
replicas per pressure 120
burn-in, measured sweeps: 4x4 (200, 600), 8x8 (300, 400)
largest coverage deviation 3.45 std. errors
largest start dependence 2.56 std. errors
largest variance deviation 1.43 std. errors
8x8 inefficiency 1.2 to 6.9 sweeps
8x8, 100 Torr, empty start, mean of sweeps 21-40:
  with exchange 0.4331 +- 0.0010
  flips only    0.4252 +- 0.0013
4x4, 1e-3 Torr: Var(N)/M 0.0173
  d(coverage)/d(ln p) 0.0086
  nearest pair / coverage^2 0.0350
  diagonal pair / coverage^2 0.3360
8x8 quarter coverage at 3.777e-03 Torr
rough oxide limit -1.3 eV: 4.60e-06 Torr, cov. 0.151
rough oxide limit -1.2 eV: 1.27e-04 Torr, cov. 0.206
rough oxide limit -1.1 eV: 3.49e-03 Torr, cov. 0.249
0.1 eV binding error: pressure factor 27.5
third neighbour 0.02 eV: max shift -0.0548 at 1e+02 Torr
bridge/hollow ratio, 0.3 eV higher: 0.0138
largest 8x8 to 10x10 change 0.00170
largest 4x4 to 8x8 change 0.01003
site spacing 0.28 nm
shortest filling time at 1e-9 Torr 37.9 s
```
